# Burstein–Moss shift from carrier density and reduced mass in parabolic bands: verification in Python

```python
"""
Burstein-Moss shift of a direct-gap semiconductor with parabolic bands.
Result under test (atomic units):
    shift = kF^2 / (2 m_r),  kF = (3 pi^2 n)^(1/3),  1/m_r = 1/m_c + 1/m_v
n: electron density; m_c, m_v: conduction and valence masses (electron masses);
m_r: reduced mass; kF: Fermi wavenumber. One valley, two spins, full valence band.
Independent road: fill an explicit list of plane-wave states in a periodic box
and search for the lowest transition into an empty state.
Working units below: eV and angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

# Model parameters
density_cm3 = 5e20
mass_c, mass_v = 0.4, 1.2
gap = 3.0
temperature = 300.0

# Units: the kinetic constant from atomic units and, separately, from SI
bohr = const.physical_constants["Bohr radius"][0] * 1e10
hartree = const.physical_constants["Hartree energy in eV"][0]
kinetic = 0.5 * hartree * bohr**2
kinetic_si = const.hbar**2 / (2 * const.m_e) / const.e * 1e20
assert abs(kinetic / kinetic_si - 1) < 1e-7
density = density_cm3 * (1e-2 / 1e-10) ** -3

# Derived formulas
mass_r = 1 / (1 / mass_c + 1 / mass_v)
k_fermi = (3 * np.pi**2 * density) ** (1 / 3)


def shift_formula(n, mass):
    """Band-filling shift in eV; n in 1/angstrom^3."""
    n_au = n * bohr**3
    return hartree * (3 * np.pi**2 * n_au) ** (2 / 3) / (2 * mass)


shift = shift_formula(density, mass_r)
fermi_energy = shift_formula(density, mass_c)
valence_part = shift_formula(density, mass_v)
assert abs(mass_r - 0.3) < 1e-12
assert abs(shift - 0.77) < 0.005

# Explicit states in a periodic box
electrons = 1_000_000
box = (electrons / density) ** (1 / 3)
reach = 65
axis = np.arange(-reach, reach + 1) ** 2
squares = (axis[:, None, None] + axis[None, :, None] + axis[None, None, :]).ravel()
squares = np.sort(squares[squares <= reach**2])
k_squared = (2 * np.pi / box) ** 2 * squares
energy_c = gap + kinetic * k_squared / mass_c
energy_v = -kinetic * k_squared / mass_v


def box_onsets(number, per_state=2):
    """Lowest vertical and lowest unrestricted transition energies."""
    filled = number // per_state
    assert filled < len(squares)
    vertical = np.min(energy_c[filled:] - energy_v[filled:])
    unrestricted = np.min(energy_c[filled:]) - np.max(energy_v)
    return vertical, unrestricted


empty_onset = box_onsets(0)[0]
full_onset, free_onset = box_onsets(electrons)
box_shift = full_onset - empty_onset
box_free_shift = free_onset - empty_onset
box_k_fermi = np.sqrt(k_squared[electrons // 2 - 1])
# Tolerances reflect the discrete shells of the finite box
assert abs(empty_onset - gap) < 1e-12
assert abs(box_k_fermi / k_fermi - 1) < 1e-3
assert abs(box_shift / shift - 1) < 2e-3
assert abs(box_free_shift / fermi_energy - 1) < 2e-3

# Density scaling: one eighth of the electrons in the same box
eighth_shift = box_onsets(electrons // 8)[0] - empty_onset
scaling_ratio = box_shift / eighth_shift
assert abs(scaling_ratio / 8 ** (2 / 3) - 1) < 5e-3

# Omitted spin: one electron per k in the same box
spinless_shift = shift * 2 ** (2 / 3)
box_spinless = box_onsets(electrons, per_state=1)[0] - empty_onset
assert abs(box_spinless / spinless_shift - 1) < 2e-3

# Finite temperature: chemical potential from the carrier number
thermal = const.k * temperature / const.e


def carrier_density(mu):
    def integrand(k):
        return k**2 * expit((mu - kinetic * k**2 / mass_c) / thermal) / np.pi**2
    return quad(integrand, 0, 3 * k_fermi, points=[k_fermi],
                epsabs=1e-14, epsrel=1e-11, limit=300)[0]


mu_thermal = brentq(lambda mu: carrier_density(mu) / density - 1,
                    0.5 * fermi_energy, 1.5 * fermi_energy, xtol=1e-12)
mu_series = fermi_energy * (1 - np.pi**2 / 12 * (thermal / fermi_energy) ** 2)
assert abs(mu_thermal / mu_series - 1) < 3e-5


def open_fraction(excess):
    """Probability that the final state is empty at photon energy gap + excess."""
    k = brentq(lambda q: kinetic * q**2 * (1 / mass_c + 1 / mass_v) - excess,
               0, 5 * k_fermi, xtol=1e-14)
    return expit((kinetic * k**2 / mass_c - mu_thermal) / thermal)


def locate(level):
    return brentq(lambda x: open_fraction(x) - level, 0.2 * shift, 2 * shift,
                  xtol=1e-11)


low_point, half_point, high_point = locate(0.1), locate(0.5), locate(0.9)
edge_width = high_point - low_point
assert abs(half_point - mu_thermal * mass_c / mass_r) < 1e-8
assert abs(edge_width - 2 * np.log(9) * thermal * mass_c / mass_r) < 1e-8

print(f"density (input)                 {density_cm3:.1e} cm^-3")
print(f"density                         {density:.3e} angstrom^-3")
print(f"conduction mass (input)         {mass_c:.2f} m_e")
print(f"valence mass (input)            {mass_v:.2f} m_e")
print(f"reduced mass                    {mass_r:.4f} m_e")
print(f"gap (input)                     {gap:.2f} eV")
print(f"hbar^2/(2 m_e)                  {kinetic:.5f} eV angstrom^2")
print(f"3 pi^2 n                        {3*np.pi**2*density:.6f} angstrom^-3")
print(f"Fermi wavenumber                {k_fermi:.5f} angstrom^-1")
print(f"Fermi wavenumber squared        {k_fermi**2:.6f} angstrom^-2")
print(f"Burstein-Moss shift             {shift:.4f} eV")
print(f"Burstein-Moss shift             {shift/hartree:.5f} hartree")
print(f"conduction part (Fermi energy)  {fermi_energy:.4f} eV")
print(f"valence part                    {valence_part:.4f} eV")
print(f"absorption onset                {gap+shift:.4f} eV")
print(f"box: electrons                  {electrons:d}")
print(f"box: edge length                {box:.1f} angstrom")
print(f"box: Fermi wavenumber           {box_k_fermi:.5f} angstrom^-1")
print(f"box: vertical shift             {box_shift:.4f} eV")
print(f"box: shift, k not conserved     {box_free_shift:.4f} eV")
print(f"box: shift ratio, density x 8   {scaling_ratio:.4f} (no unit)")
print(f"shift if spin is forgotten      {spinless_shift:.4f} eV")
print(f"box: one electron per k         {box_spinless:.4f} eV")
for n_cm3 in (1e20, 2e20, 1e21):
    value = shift_formula(n_cm3 * 1e-24, mass_r)
    print(f"shift at {n_cm3:.0e} cm^-3          {value:.4f} eV")
print(f"temperature (input)             {temperature:.0f} K")
print(f"thermal energy                  {thermal:.5f} eV")
print(f"chemical potential, numerical   {mu_thermal:.5f} eV")
print(f"chemical potential, series      {mu_series:.5f} eV")
print(f"half-blocking shift             {half_point:.4f} eV")
print(f"10-90 percent edge width        {edge_width:.4f} eV")
print("finished without a failed check")
```

Output:

```
density (input)                 5.0e+20 cm^-3
density                         5.000e-04 angstrom^-3
conduction mass (input)         0.40 m_e
valence mass (input)            1.20 m_e
reduced mass                    0.3000 m_e
gap (input)                     3.00 eV
hbar^2/(2 m_e)                  3.80998 eV angstrom^2
3 pi^2 n                        0.014804 angstrom^-3
Fermi wavenumber                0.24554 angstrom^-1
Fermi wavenumber squared        0.060292 angstrom^-2
Burstein-Moss shift             0.7657 eV
Burstein-Moss shift             0.02814 hartree
conduction part (Fermi energy)  0.5743 eV
valence part                    0.1914 eV
absorption onset                3.7657 eV
box: electrons                  1000000
box: edge length                1259.9 angstrom
box: Fermi wavenumber           0.24558 angstrom^-1
box: vertical shift             0.7659 eV
box: shift, k not conserved     0.5744 eV
box: shift ratio, density x 8   4.0083 (no unit)
shift if spin is forgotten      1.2155 eV
box: one electron per k         1.2157 eV
shift at 1e+20 cm^-3          0.2619 eV
shift at 2e+20 cm^-3          0.4157 eV
shift at 1e+21 cm^-3          1.2155 eV
temperature (input)             300 K
thermal energy                  0.02585 eV
chemical potential, numerical   0.57332 eV
chemical potential, series      0.57332 eV
half-blocking shift             0.7644 eV
10-90 percent edge width        0.1515 eV
finished without a failed check
```
